# Flat-Band Noise and Scattering Coefficient from Correlated Flicker Noise

The gate-referred flicker noise of a transistor can be used to find how many traps the gate stack contains. If the noise is attributed wholly to trapped charge shifting the threshold, the answer depends on the bias at which it was measured. In the transistor worked out below, the root of the gate-referred noise is $0.709\ \mu\mathrm{V}/\sqrt{\mathrm{Hz}}$ from the threshold shift alone, but $1.907\ \mu\mathrm{V}/\sqrt{\mathrm{Hz}}$ at a gate voltage of 0.9 V. A trap density read from the second number would be too large by $(1.907/0.709)^2\approx7.2$. That size follows from a chosen, constant scattering strength; with the screened estimates given near the end, the factor at 0.9 V is only about 1.3 to 2. The excess arises because a charged trap also scatters the carriers that remain. At such a bias the two effects must be separated before the noise can be turned into a trap density.

## The quantities and the result

Consider an n-channel transistor of width $W$ and length $L$ at a small drain voltage $V_D$, so that the channel is nearly uniform. Atomic units are used in the algebra, with $e=\hbar=1$. The drain current is

$$I=\frac{W}{L}\,\mu nV_D,$$

where $n$ is the carrier density per area and $\mu$ the mobility. The transconductance $g_m=dI/dV_G$ is taken with the trap charge frozen. Write $x=I/g_m$, which is a voltage. The input-referred noise is $S_{VG}=S_I/g_m^2$, and all spectra are one-sided.

Let $\delta N$ be a small extra density of trapped electrons, all at depth $z_t$ from the silicon. The result to be derived is

$$\sqrt{S_{VG}}=\sqrt{S_{fb}}\;|1+s\Omega x|,\qquad \Omega=\frac{\alpha\mu C}{g}.\tag{1}$$

Here $S_{fb}$ is the flat-band voltage noise, $C$ the stack capacitance per area, and $g$ a weight set by the trap depth. The scattering coefficient $\alpha$ is the rise of $1/\mu$ per unit density of charged traps. The sign is $s=+1$ if capture charges a neutral trap and $s=-1$ if capture neutralizes a positive one.

Both derivations need two preliminary facts.

**One trap and the whole channel.** Let the sheet conductivity $\sigma=\mu n$ change locally by $\delta\sigma$. The dissipated power is $IV_D=\int\sigma|\nabla\phi|^2dA$, where $\phi$ is the channel potential. To first order,

$$V_D\,\delta I=\int\delta\sigma|\nabla\phi|^2dA+2\int\sigma\nabla\phi\cdot\nabla\delta\phi\,dA .$$

Because $\nabla\cdot(\sigma\nabla\phi)=0$, the last integral is a boundary term, $2\oint\delta\phi\,\sigma\nabla\phi\cdot d\mathbf{n}$. It vanishes: $\delta\phi=0$ at the contacts, and no current crosses the side edges. With $|\nabla\phi|=V_D/L$ and $I=W\sigma V_D/L$,

$$\frac{\delta I}{I}=\frac{1}{WL}\int\frac{\delta\sigma}{\sigma}\,dA .$$

If the disturbance around a trap is small compared with $W$ and $L$, and the response is linear, one captured electron therefore acts as a uniform density $\delta N=1/(WL)$. Linearity is only approximate at low carrier density. In the example below, for carriers 1 nm from the interface, the screened potential of one trap peaks at about $2.4\,kT$ at the density of the lowest bias, and a phase-shift estimate gives a displaced charge 7 to 16% below the linear value; at $10^{13}\ \mathrm{cm^{-2}}$ the difference is about 3% or less.

**Electrostatics of the stack.** Let $N_s$ be the total negative charge density in the silicon, carriers plus ionized acceptors, and $\psi$ the surface potential. The gate carries $N_s+\delta N$. By Gauss's law the field is $4\pi N_s/\kappa$ between silicon and trap, and $4\pi(N_s+\delta N)/\kappa$ between trap and gate. Integrating across the stack thickness $T$ gives

$$V_G=V_{fb}^0+\psi+\frac{N_s}{C}+\frac{g\,\delta N}{C},\tag{2}$$

$$\frac1C=4\pi\int_0^T\frac{dz}{\kappa(z)},\qquad g=\frac{\int_{z_t}^{T}dz/\kappa}{\int_0^{T}dz/\kappa}.$$

At flat band $\psi=N_s=0$, so the flat-band voltage shifts by $\delta V_{fb}=g\,\delta N/C$. A trap at the silicon interface has $g=1$; one at the gate has $g=0$.

## First derivation: what the channel loses at fixed gate voltage

Hold $V_G$ fixed and vary (2). With a prime denoting $d/d\psi$,

$$0=\delta\psi\left(1+\frac{N_s'}{C}\right)+\frac{g\,\delta N}{C}.$$

With no trapped charge, varying the gate voltage instead gives $d\psi/dV_G=1/(1+N_s'/C)$. Hence

$$\delta\psi=-\frac{g\,\delta N}{C}\,\frac{d\psi}{dV_G}.\tag{3}$$

The carrier density changes by $\delta n=n'\delta\psi$. In strong inversion nearly all added silicon charge is mobile, so $n'\approx N_s'$. If also $n'\gg C$, then $\delta n\approx-g\,\delta N$: the channel loses a fraction $g$ of an electron per captured electron, and the gate charge supplies the remaining $1-g$. A thin stack has a large $C$ and only approaches this limit. In the example below, the loss at 0.9 V is 0.92 of $g\,\delta N$ with classical carriers, and about 0.7 of it if the carriers sit 1 nm from the interface. The derivation does not use the limit.

The mobility changes for two reasons. It depends on the field in the silicon, and thus on $\psi$. It also depends directly on trap charge. If scattering rates add,

$$\frac1\mu=\frac1{\mu_b(\psi)}+\alpha N_c,$$

where $\mu_b$ is the background mobility and $N_c$ the density of charged traps. Capture changes $N_c$ by $s\,\delta N$. At fixed $\psi$, $-\delta\mu/\mu^2=s\alpha\,\delta N$, so the direct part is $\delta\mu/\mu=-s\alpha\mu\,\delta N$. Adding all parts,

$$\frac{\delta I}{I}=\left(\frac{n'}{n}+\frac{\mu'}{\mu}\right)\delta\psi-s\alpha\mu\,\delta N .$$

The same bracket occurs in the transconductance:

$$\frac{g_m}{I}=\left(\frac{n'}{n}+\frac{\mu'}{\mu}\right)\frac{d\psi}{dV_G}.$$

Substituting (3) therefore removes the bracket:

$$\delta I=-g_m\frac{g\,\delta N}{C}-s\alpha\mu I\,\delta N
=-g_m\frac{g\,\delta N}{C}\left(1+s\frac{\alpha\mu C}{g}\frac{I}{g_m}\right).\tag{4}$$

The full $g_m$ appears, including the loss of mobility with gate field. The two terms come from the same capture event, so they add before squaring. Dividing by $g_m$ and taking the spectrum gives

$$S_{VG}=\left(\frac gC\right)^2S_N(1+s\Omega x)^2,\qquad S_{fb}=\left(\frac gC\right)^2S_N,$$

where $S_N$ is the spectrum of $\delta N$. The square root is (1).

## Second derivation: the gate voltage that restores the current

Now ask how far the gate must be moved after capture to bring the current back.

First raise $V_G$ by $g\,\delta N/C$. In (2) this cancels the trap term, so the equation has the same solution $\psi$ as before capture. The silicon charge, carrier density and background mobility are all restored. For a uniform sheet this step does not require $\delta N$ to be small.

Only the direct change of scattering remains. It leaves the current low by $s\alpha\mu I\,\delta N$ to first order. A further gate step $\delta V_2$ restores it if

$$g_m\,\delta V_2=s\alpha\mu I\,\delta N .$$

The total restoring voltage is

$$\delta V=\frac{g\,\delta N}{C}+s\alpha\mu\frac{I}{g_m}\delta N
=\frac{g\,\delta N}{C}(1+s\Omega x).\tag{5}$$

Had the gate not been moved, the current would have changed by $-g_m\delta V$, so $S_I/g_m^2$ is the spectrum of $\delta V$. This again gives (1). The factor $x$ has a direct meaning here: it converts a fractional loss of current into the gate voltage needed to repair it.

## What each derivation assumes

The first derivation labels the state of the silicon by $\psi$ and differentiates the carrier density and mobility. In return it gives the carrier loss itself. The second needs only that restoring the silicon charge and surface potential restores the channel. It does not need separate expressions for $n'$ and $\mu'$, so carrier degeneracy or several subbands do not alter the argument.

Both assume fixed terminal voltages, a nearly uniform channel, additive scattering rates, independent traps and a small change of scattering. Both also assume that every trap has the same signed $\Omega$. If they differ, let $\Omega_j$ include the sign and average with each trap's contribution to $S_{fb}$. Independent powers add:

$$\frac{S_{VG}}{S_{fb}}=\langle(1+\Omega_jx)^2\rangle
=(1+\langle\Omega_j\rangle x)^2+\mathrm{Var}(\Omega_j)\,x^2.\tag{6}$$

The second equality uses $\langle\Omega_j^2\rangle=\langle\Omega_j\rangle^2+\mathrm{Var}(\Omega_j)$. With a nonzero variance the root is in general no longer a straight line.

## Why the spectrum is flicker noise

A trap with capture rate $c$ and emission rate $r$ has mean occupancy $p=c/(c+r)$ and relaxation time $\tau=1/(c+r)$. Its occupancy covariance is $p(1-p)e^{-|t|/\tau}$. The one-sided spectrum is

$$4\int_0^\infty p(1-p)e^{-t/\tau}\cos\omega t\,dt=\frac{4p(1-p)\tau}{1+\omega^2\tau^2}.$$

Let there be $D$ traps per area and energy, with $\tau$ independent of energy and distributed as $d\tau/(\tau\Lambda)$ between $\tau_1$ and $\tau_2$, where $\Lambda=\ln(\tau_2/\tau_1)$. For Fermi occupancy $p(1-p)=-kT\,dp/dE$, whose energy integral is $kT$. There are $WLD$ traps per energy, and each contributes $1/(WL)^2$ to the density spectrum. For $1/\tau_2\ll\omega\ll1/\tau_1$,

$$S_N=\frac{kTD}{WL\Lambda}\int_{\tau_1}^{\tau_2}\frac{4\,d\tau}{1+\omega^2\tau^2}
\approx\frac{kTD}{WL\Lambda}\frac{2\pi}{\omega}=\frac{kTD}{WLf\Lambda}.\tag{7}$$

## When the plot is straight

For $s=+1$, equation (1) is linear in $I/g_m$ if $S_{fb}$ and $\alpha\mu$ are both independent of bias. A constant $S_{fb}$ requires a trap density that is flat over the energies swept by the bias. If $S_{fb}$ and $\alpha$ are constant but $\mu$ varies, the straight line is instead

$$\sqrt{S_{VG}}=\sqrt{S_{fb}}\left[1+\frac{\alpha C}{g}\left(\mu\frac{I}{g_m}\right)\right].\tag{8}$$

The squared intercept is $S_{fb}$, and slope divided by intercept is $\alpha C/g$. The depth must be known to obtain $\alpha$ itself.

A strong-inversion model shows the difference. Let $n=CV$, with $V$ the voltage above threshold, and $\mu=\mu_1/(1+\theta V)$. Then $I=KV/(1+\theta V)$ with constant $K$, and $g_m=K/(1+\theta V)^2$. Thus $I/g_m=V(1+\theta V)$, while $\mu I/g_m=\mu_1V$. The root is linear in $V$, and bends downward when plotted against $I/g_m$.

Two limits help in reading the data. When $\Omega x\ll1$, $S_{VG}$ tends to $S_{fb}$. When $\Omega x\gg1$, $S_I/I^2=S_{VG}/x^2$ tends to $S_{fb}\Omega^2$. The intercept is an extrapolation: below threshold $n\propto e^{\psi/kT}$, so with slowly varying mobility $x\approx kT/(d\psi/dV_G)$, which is at least $kT$, or 0.026 V at 300 K.

For $s=-1$ the carrier loss and the mobility gain cancel at $\Omega x=1$. Beyond this null the root must be given a negative sign before a line is fitted.

## A high-k transistor

The example has a 0.8 nm interlayer with $\kappa=3.9$ and a 2.0 nm high-k layer with $\kappa=20$. The channel is 10 µm wide and 1 µm long, and the temperature is 300 K. Traps lie 0.4 nm from the silicon, so

$$g=\frac{0.4/3.9+2.0/20}{0.8/3.9+2.0/20}=0.664,\qquad C=2.90\ \mu\mathrm{F/cm^2}.$$

The trap density is $3\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$ and $\Lambda=20.72$, which means nine decades of $\tau$. Tunnelling distance cannot supply this spread at a single depth, so a spread of thermal capture barriers is assumed. At 10 Hz, equation (7) gives

$$S_N=\frac{0.02585\times3\times10^{11}}{10^{-7}\times10\times20.72}
=3.74\times10^{14}\ \mathrm{cm^{-4}/Hz}.$$

Restoring the electron charge, $S_{fb}=(eg/C)^2S_N=5.03\times10^{-13}\ \mathrm{V^2/Hz}$. The input scattering coefficient is 3000 V s/C, or 0.73 atomic units.

Synthetic noise was obtained by solving the surface potential with an explicit trap sheet and differentiating the current. At 0.3 V, $\mu=225.14\ \mathrm{cm^2/Vs}$, $I/g_m=0.0588$ V and the root is 0.8322 µV/√Hz. At 0.9 V the values are 147.62, 0.8730 and 1.9074. The two abscissas of (8) are 13.24 and 128.87 cm²/s. Hence

$$\text{slope}=\frac{1.9074-0.8322}{128.87-13.24}=0.00930,\qquad
\text{intercept}=0.8322-0.00930\times13.24=0.709,$$

with the root in µV/√Hz. Then

$$\alpha=\frac{0.00930}{0.709}\times\frac{0.664}{2.90\times10^{-6}}\approx3.0\times10^3\ \mathrm{V\,s/C}.$$

Both inputs are recovered. Setting $g=1$ in this last step would overstate $\alpha$ by a factor of 1.5.

A fit of all seven biases against plain $I/g_m$, using the mean mobility, gives $S_{fb}$ 29% above its input and $\alpha$ 32% below. The falling mobility bends the curve downward, so the fitted line meets the axis too high. The largest misfit is only 6% of the root noise; measurement scatter of that size could hide the curvature.

A constant, noiseless access resistance $R$ also affects the plain plot. With channel resistance $R_{ch}$, $I=V_D/(R_{ch}+R)$, so any channel change gives $\delta I=-(I^2/V_D)\delta R_{ch}$. Gate and trap responses shrink equally, leaving $S_{VG}$ unchanged. But $I/g_m$ grows by $1+R/R_{ch}$, while the apparent mobility $IL/(WnV_D)$ falls by that factor. Their product is unchanged. With 20 Ω, the weighted plot still returns both inputs; the plain plot gives errors of +32% and −35%. This neglects the voltage drop across $R$ in the gate-to-source loop.

## The assumption most at risk in real devices

The layers resemble a hafnium-dioxide stack on a thin silicon-dioxide-like interlayer. The thicknesses, permittivities and mobility are rough typical values; the trap density and $\alpha$ are chosen inputs. The serious weakness is constant $\alpha$, because channel carriers screen trap charge. A one-subband scattering estimate with static screening, taken in its long-wavelength limit, gives about 2600 V s/C at $10^{12}\ \mathrm{cm^{-2}}$ and 270 V s/C at $10^{13}\ \mathrm{cm^{-2}}$. Screening is weaker at short wavelengths, and including this raises the values to about 3300 and 350 V s/C. These values leave out the high-k layer and the gate, which also screen the trap. With both included, and the gate taken as a metal, they fall to about 1600 and 250 V s/C. All these values are for a mobility limited by the traps alone. If the traps instead add to a stronger background whose scattering time does not depend on energy, slow carriers count for more and $\alpha$ is 1.3 to 2.5 times larger: about 3200 and 340 V s/C with the high-k layer and gate included. All of these are Born estimates for a carrier sheet of zero thickness 1 nm from the interface, and they are not converged in these choices. The values without the gate screen the trap as if the sheet lay at the interface; using the image term for a sheet 1 nm deep raises 3300 and 350 to about 3800 and 480 V s/C. Spreading the carriers over a Fang–Howard profile of the same mean depth raises the values with high-k layer and gate to about 2200 and 480 V s/C, or 4100 and 600 V s/C with the background. Exact phase shifts in the same screened potential leave 1600 and 250 almost unchanged but lower 3200 to about 2300 V s/C. A Schrödinger–Poisson solution at 300 K puts only about 62% of the carriers in the lowest subband at $10^{12}\ \mathrm{cm^{-2}}$ and 75% at $10^{13}\ \mathrm{cm^{-2}}$, at mean depths of 2.1 and 1.5 nm, which the one-subband model leaves out. Over these settings the chosen 3000 V s/C is roughly 4 to 11 times the estimates at the highest bias. When the long-wavelength dependence is scaled to 3000 V s/C at $5\times10^{12}\ \mathrm{cm^{-2}}$, even the weighted plot returns 5.4 times the input $S_{fb}$ and a negative $\alpha$, −0.13 of the input. In this long-wavelength estimate, $\alpha$ falls over the bias range by a larger factor than $\mu I/g_m$ rises, so the scattering part of the root noise shrinks with bias. The fitted slope is then negative, and the scattering noise raises the intercept. Yet the largest misfit is again only 6%. A nearly straight plot is therefore not evidence that the extraction is right. The sign of the fitted $\alpha$ depends on the scattering model. With short wavelengths, the high-k layer and a metal gate included, and the same scaling, the fit returns 3.4 times the input $S_{fb}$ and only 0.03 of the input $\alpha$ for trap-limited mobility. If the traps add to the constant-time background, it returns 4.7 times the input $S_{fb}$ and about −0.1 of the input $\alpha$. With the Fang–Howard profile these two results become 2.7 and 0.15, and 3.7 and 0.01.

Equation (1) still holds at each bias with the local $\alpha$. If its dependence is known as $\alpha=\alpha_0a(n)$, the appropriate abscissa is $a(n)\mu I/g_m$. Without that knowledge, intercept and slope do not determine the two quantities separately.

A trap density that varies with energy also misleads the fit. Between 0.3 and 0.9 V the trap level moves by about 0.27 eV relative to the Fermi level with classical carriers, or about 0.34 eV if the carriers sit 1 nm from the interface. If the density doubled over that range, rising linearly with energy, and $\alpha$ were constant, the weighted plot for classical carriers would return twice the input $\alpha$ and an $S_{fb}$ 27% below its value at 0.3 V.

Other departures are smaller here or affect different parts of the model. If 10% of the traps are neutralized by capture, with depth and $|\alpha|$ unchanged, the weighted fit lowers $S_{fb}$ by 6% and $\alpha$ by 3%. At 0.3 V the drain end has only 66% of the source-end carriers, so the channel is not uniform at that point, although allowing for this changes the root noise by only about 1%. The weighted fit, with the mobility taken from the source-end density, then returns $S_{fb}$ 6% high and $\alpha$ 3% low. At 0.9 V the carriers are degenerate, which changes the computed $n(V_G)$ but not the derivation. A Schrödinger–Poisson solution of the same stack gives $1.4\times10^{11}$ and $6.7\times10^{12}\ \mathrm{cm^{-2}}$ at 0.3 and 0.9 V, against $4.8\times10^{11}$ and $9.3\times10^{12}\ \mathrm{cm^{-2}}$ for classical carriers. The interlayer field is then 5.3 MV/cm, below a rough breakdown scale of 10 MV/cm. A rough tunnelling estimate puts the gate leakage between about $10^{-4}$ and $4\times10^{-2}$ of the drain current, for high-k tunnelling masses from 0.3 to 0.1 and carrier energies from 0 to 0.2 eV; its own noise is not included. The remaining values are in the numerical output.

## Computed results

```
Temperature 300 K; kT 0.02585 eV; frequency 10 Hz
Width 10 um; length 1 um; drain voltage 20 mV
Interlayer 0.8 nm, kappa 3.9; high-k 2.0 nm, kappa 20.0
Doping 3.0e+17 cm^-3; ni 1.0e+10 cm^-3; flat band -0.8 V
Mobility model: 300 cm2/Vs / (1 + field/1.0 MV/cm)
Trap depth 0.4 nm; weight g 0.6639; 1/g 1.5063
Trap density 3.0e+11 cm^-2 eV^-1; time constants 1e-06 to 1e+03 s; log span 20.723
Stack capacitance 2.9018 uF/cm2; equivalent oxide 1.1900 nm
Input alpha 3000 V s/C = 0.7302 atomic units
Trapped-density noise 3.7425e+14 cm^-4/Hz
Input flat-band noise 5.0281e-13 V2/Hz; root 0.7091 uV/rtHz
VG V | n 1e12/cm2 | mu cm2/Vs | I uA | gm uS | I/gm V | Omega 1/V | root S_VG uV/rtHz
0.3 | 0.476 | 225.14 | 3.435 | 58.403 | 0.0588 | 2.9523 | 0.8322
0.4 | 1.576 | 210.77 | 10.646 | 79.153 | 0.1345 | 2.7638 | 0.9727
0.5 | 2.961 | 195.58 | 18.560 | 77.535 | 0.2394 | 2.5647 | 1.1444
0.6 | 4.470 | 181.49 | 25.996 | 70.882 | 0.3668 | 2.3799 | 1.3280
0.7 | 6.047 | 168.85 | 32.715 | 63.517 | 0.5151 | 2.2142 | 1.5178
0.8 | 7.666 | 157.61 | 38.716 | 56.615 | 0.6838 | 2.0667 | 1.7113
0.9 | 9.315 | 147.62 | 44.064 | 50.475 | 0.8730 | 1.9357 | 1.9074
Mean mobility used in plain plot 183.86 cm2/Vs
Extraction: S_fb/input | alpha/input | largest misfit %
constant mobility, plain plot: 1.0000 | 1.0000 | 0.000
varying mobility, weighted plot: 1.0000 | 1.0000 | 0.000
varying mobility, plain plot: 1.2934 | 0.6751 | 6.177
access resistance, weighted plot: 1.0000 | 1.0000 | 0.000
access resistance, plain plot: 1.3170 | 0.6527 | 6.661
screened alpha, weighted plot: 5.4324 | -0.1288 | 6.144
10% neutralizing traps, weighted plot: 0.9379 | 0.9673 | 1.095
Plain-plot results: S_fb 6.5032e-13 V2/Hz; alpha 2025.2 V s/C
Access resistance 20 ohm; channel at top bias 453.9 ohm
Screening model: mass 0.19, mean kappa 7.8, carrier centroid 1.0 nm
Computed screened alpha at 1e+12 cm^-2: 2576 V s/C
Computed screened alpha at 5e+12 cm^-2: 539 V s/C
Computed screened alpha at 1e+13 cm^-2: 268 V s/C
Trap capacitance / stack capacitance 0.0166
Drain-end / source-end carriers at lowest bias 0.6614
Top-bias carriers / (state density x kT) 2.270
Interlayer field at top bias 5.258 MV/cm
Tunnel barriers 3.1, 1.5 eV; masses 0.5, 0.2; subband 0.2 eV
Estimated gate leakage / drain current 1.02e-03
```
